# Kramers-Kronig relation for a medium with one flat absorption band: a numerical check

```python
"""Box absorption eps2 = A on (w1, w2), Hartree atomic units, time factor exp(-i w t).
Tests the closed form eps1 = 1 + (A/pi) ln|(w2^2-w^2)/(w1^2-w^2)| against
principal-value quadrature, an oscillator sum, the time-domain response, the
inverse Kramers-Kronig relation and root finding; also edges, limits, broadening."""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc, alpha
from scipy.optimize import brentq

EV = pc["Hartree energy in eV"][0]
BOHR_NM = pc["Bohr radius"][0] * 1e9
A, w1, w2 = 8.0, 0.12, 0.40
D, pi = w2**2 - w1**2, np.pi
XG, WG = np.polynomial.legendre.leggauss(20)

def gauss(f, edges):
    """20-point Gauss-Legendre on each panel between consecutive edges."""
    e = np.asarray(edges, float)
    half, mid = 0.5 * np.diff(e)[:, None], 0.5 * (e[1:] + e[:-1])[:, None]
    return np.sum(half * WG * f(mid + half * XG))

def octaves(f, lo, hi):
    """Geometric panels, for integrands that vary fast near s = 0."""
    if hi <= lo * (1 + 1e-14):
        return 0.0
    return gauss(f, np.geomspace(lo, hi, max(2, int(np.ceil(np.log2(hi / lo))) + 1)))

def eps1_formula(w):
    return 1 + A / pi * np.log(np.abs((w2 - w) * (w2 + w) / ((w1 - w) * (w1 + w))))

def eps_formula(z):
    return 1 + A / pi * (np.log(w2 - z) - np.log(w1 - z) + np.log(w2 + z) - np.log(w1 + z))

def eps1_quad(w):
    """Kramers-Kronig integral by quadrature; principal value by folding about w."""
    f = lambda x: x / (x + w)
    up, down = (lambda s: f(w + s) / s), (lambda s: f(w - s) / s)
    if w < w1:
        val = octaves(up, w1 - w, w2 - w)
    elif w > w2:
        val = -octaves(down, w - w2, w - w1)
    else:
        d = min(w - w1, w2 - w)
        val = gauss(lambda s: up(s) - down(s), [0, d])
        val += octaves(up, d, w2 - w) - octaves(down, d, w - w1)
    return 1 + 2 * A / pi * val

def eps_quad(z):
    """Spectral integral at Im z > 0 by quadrature."""
    c, val = min(max(z.real, w1), w2), 0.0
    for sign, length in ((1, w2 - c), (-1, c - w1)):
        if length > 0:
            h = lambda s: (c + sign * s) / ((c + sign * s - z) * (c + sign * s + z))
            start = min(z.imag / 4, length / 2)
            val += gauss(h, [0, start]) + octaves(h, start, length)
    return 1 + 2 * A / pi * val

def G(t):  # (2A/pi)(cos w1 t - cos w2 t)/t, written as a product of sines
    return 4 * A / pi * np.sin((w1 + w2) * t / 2) * np.sin((w2 - w1) * t / 2) / t

def eps2_inverse(w):
    """Inverse relation; eps1(w) may be subtracted since P int_0^inf dx/(x^2-w^2) = 0."""
    h = lambda x: (eps1_formula(x) - eps1_formula(w)) / (x * x - w * w)
    t, half = 1e-13, (w2 - w1) / 2
    val = (octaves(lambda s: h(w1 - s), t, w1) + octaves(lambda s: h(w1 + s), t, half)
           + octaves(lambda s: h(w2 - s), t, half) + octaves(lambda s: h(w2 + s), t, 1e10))
    return -2 * w / pi * val

x, w = sp.symbols("x w", positive=True)
assert sp.simplify(sp.diff(sp.log(x**2 - w**2) / 2, x) - x / (x**2 - w**2)) == 0

print(f"input A = {A:.1f} (dimensionless)")
print(f"input w1 = {w1:.2f} Ha = {w1*EV:.3f} eV; w2 = {w2:.2f} Ha = {w2*EV:.3f} eV")
print(f"Delta = w2^2-w1^2 = {D:.4f} Ha^2; A/pi = {A/pi:.6f}; 2A/pi = {2*A/pi:.6f}")
print(f"w2/w1 = {w2/w1:.6f}; ln(w2/w1) = {np.log(w2/w1):.6f}")

# static value
static = 1 + 2 * A / pi * np.log(w2 / w1)
N = 2000
wj = w1 + (np.arange(N) + 0.5) * (w2 - w1) / N
osc = 1 + np.sum(2 * A / pi * wj * (w2 - w1) / N / wj**2)
assert abs(eps1_quad(0.0) - static) < 1e-11
assert abs(osc - static) < 1e-6          # midpoint error is about 3e-7
print(f"eps1(0) = {static:.6f}; sum of {N} oscillators = {osc:.6f}; sqrt = {static**0.5:.4f}")
curv = A / pi * (w1**-2 - w2**-2)
assert abs((eps1_quad(1e-3) - eps1_quad(0.0)) / 1e-6 / curv - 1) < 1e-4  # next order 4e-5
print(f"small-w coefficient of w^2 = {curv:.4f} Ha^-2")

# closed form below, inside and above the band
for v in (0.04, 0.07, 0.10, 0.15, 0.20, 0.25, 0.30, 0.35, 0.45, 0.60, 0.80, 1.50):
    assert abs(eps1_quad(v) - eps1_formula(v)) < 1e-10
    print(f"w = {v:.2f} Ha ({v*EV:6.3f} eV): eps1 = {eps1_formula(v):.5f}, quad {eps1_quad(v):.5f}")
v = 0.07
print(f"w = 0.07 Ha: w2^2-w^2 = {w2**2-v*v:.4f}, w1^2-w^2 = {w1**2-v*v:.4f} Ha^2")
print(f"w = 0.07 Ha: wavelength {2*pi/(alpha*v)*BOHR_NM:.1f} nm, index {eps1_formula(v)**0.5:.4f}")

# edges: remainder after the log and linear terms must be second order
c1 = A / pi * (2 * w1 / D + 1 / (2 * w1))
c2 = A / pi * (1 / (2 * w2) - 2 * w2 / D)
print(f"c1 = {c1:.4f} Ha^-1; c2 = {c2:.4f} Ha^-1; per decade (A/pi)ln10 = {A/pi*np.log(10):.4f}")
print(f"Delta/(2 w1) = {D/(2*w1):.6f} Ha; Delta/(2 w2) = {D/(2*w2):.6f} Ha")
for d in (1e-2, 1e-3, 1e-4, 1e-6):
    log1 = 1 + A / pi * np.log(D / (2 * w1 * d))
    log2 = 1 - A / pi * np.log(D / (2 * w2 * d))
    for s in (-d, d):
        assert abs(eps1_quad(w1 + s) - (log1 - c1 * s)) < 100 * d * d + 1e-9
        assert abs(eps1_quad(w2 + s) - (log2 + c2 * s)) < 100 * d * d + 1e-9
    print(f"d = {d:.0e} Ha: eps1(w1-d) {eps1_quad(w1-d):.4f}, (w1+d) {eps1_quad(w1+d):.4f}, log {log1:.4f}")
    print(f"d = {d:.0e} Ha: eps1(w2-d) {eps1_quad(w2-d):.4f}, (w2+d) {eps1_quad(w2+d):.4f}, log {log2:.4f}")

# complex form, its boundary values, broadened edge
for v, target in ((0.07, 0.0), (0.25, A), (0.60, 0.0)):
    z = complex(v, 1e-6)
    assert abs(eps_quad(z) - eps_formula(z)) < 1e-8
    assert abs(eps_quad(z) - complex(eps1_formula(v), target)) < 1e-4   # order eta
    assert abs(eps2_inverse(v) - target) < 1e-7
    print(f"inverse KK: eps2({v:.2f} Ha) = {abs(eps2_inverse(v)):.6f}")
for eta in (1e-2, 1e-3, 1e-4):
    z = complex(w1, eta)
    approx = 1 + A / pi * np.log(D / (2 * w1 * eta))
    assert abs(eps_quad(z) - eps_formula(z)) < 1e-9
    assert abs(eps_quad(z).real - approx) < 100 * eta**2 + 1e-9
    assert abs(eps_quad(z).imag - (A / 2 - c1 * eta)) < 100 * eta**2 + 1e-9
    print(f"eta = {eta:.0e} Ha: eps(w1+i eta) = {eps_quad(z):.4f}, log {approx:.4f}")

# time domain
for t in (0.5, 7.0, 60.0):
    assert abs(2 * A / pi * gauss(lambda y: np.sin(y * t), np.linspace(w1, w2, 9)) - G(t)) < 1e-11
for z in (0.07 + 0.02j, 0.12 + 0.02j, 0.25 + 0.02j, 0.60 + 0.02j, 1e-3j):
    val = 1 + gauss(lambda t: G(t) * np.exp(1j * z * t), np.arange(0, 40 / z.imag + 1, 5.0))
    assert abs(val - eps_formula(z)) < 1e-9
assert abs(val.real - static) < 1.1 * curv * 1e-6
print(f"time-domain eps(i*1e-3 Ha) = {val.real:.6f}")

# high frequency and f-sum
wp2 = A * D / pi
assert abs(2 / pi * gauss(lambda y: A * y, [w1, w2]) - wp2) < 1e-12
assert abs(50.0**2 * (1 - eps1_quad(50.0)) / wp2 - 1) < 1e-4   # next order 3.5e-5
print(f"wp^2 = {wp2:.6f} Ha^2; wp = {wp2**0.5:.5f} Ha = {wp2**0.5*EV:.3f} eV")
print(f"n_eff = {wp2/(4*pi):.6f} bohr^-3")

# landmarks
q = np.exp(-pi / A)
w_one = ((w1**2 + w2**2) / 2) ** 0.5
w_in = ((w2**2 + q * w1**2) / (1 + q)) ** 0.5
w_L = ((w2**2 - q * w1**2) / (1 - q)) ** 0.5
assert abs(brentq(lambda y: eps1_quad(y) - 1, 0.2, 0.39, xtol=1e-14) - w_one) < 1e-10
assert abs(brentq(eps1_quad, 0.2, 0.39, xtol=1e-14) - w_in) < 1e-10
assert abs(brentq(eps1_quad, 0.41, 2.0, xtol=1e-14) - w_L) < 1e-10
print(f"q = exp(-pi/A) = {q:.6f}")
print(f"eps1 = 1 at {w_one:.5f} Ha = {w_one*EV:.3f} eV")
print(f"eps1 = 0 inside band at {w_in:.5f} Ha = {w_in*EV:.3f} eV")
print(f"eps1 = 0 above band at w_L = {w_L:.5f} Ha = {w_L*EV:.3f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
input A = 8.0 (dimensionless)
input w1 = 0.12 Ha = 3.265 eV; w2 = 0.40 Ha = 10.885 eV
Delta = w2^2-w1^2 = 0.1456 Ha^2; A/pi = 2.546479; 2A/pi = 5.092958
w2/w1 = 3.333333; ln(w2/w1) = 1.203973
eps1(0) = 7.131783; sum of 2000 oscillators = 7.131783; sqrt = 2.6705
small-w coefficient of w^2 = 160.9233 Ha^-2
w = 0.04 Ha ( 1.088 eV): eps1 = 7.40612, quad 7.40612
w = 0.07 Ha ( 1.905 eV): eps1 = 8.11175, quad 8.11175
w = 0.10 Ha ( 2.721 eV): eps1 = 9.98660, quad 9.98660
w = 0.15 Ha ( 4.082 eV): eps1 = 8.21102, quad 8.21102
w = 0.20 Ha ( 5.442 eV): eps1 = 4.93405, quad 4.93405
w = 0.25 Ha ( 6.803 eV): eps1 = 2.79927, quad 2.79927
w = 0.30 Ha ( 8.163 eV): eps1 = 0.80402, quad 0.80402
w = 0.35 Ha ( 9.524 eV): eps1 = -1.69600, quad -1.69600
w = 0.45 Ha (12.245 eV): eps1 = -2.78781, quad -2.78781
w = 0.60 Ha (16.327 eV): eps1 = -0.39283, quad -0.39283
w = 0.80 Ha (21.769 eV): eps1 = 0.32537, quad 0.32537
w = 1.50 Ha (40.817 eV): eps1 = 0.82851, quad 0.82851
w = 0.07 Ha: w2^2-w^2 = 0.1551, w1^2-w^2 = 0.0095 Ha^2
w = 0.07 Ha: wavelength 650.9 nm, index 2.8481
c1 = 14.8078 Ha^-1; c2 = -10.8085 Ha^-1; per decade (A/pi)ln10 = 5.8635
Delta/(2 w1) = 0.606667 Ha; Delta/(2 w2) = 0.182000 Ha
d = 1e-02 Ha: eps1(w1-d) 11.6026, (w1+d) 11.3062, log 11.4543
d = 1e-02 Ha: eps1(w2-d) -6.2784, (w2+d) -6.4946, log -6.3884
d = 1e-03 Ha: eps1(w1-d) 17.3326, (w1+d) 17.3030, log 17.3178
d = 1e-03 Ha: eps1(w2-d) -12.2411, (w2+d) -12.2627, log -12.2519
d = 1e-04 Ha: eps1(w1-d) 23.1828, (w1+d) 23.1798, log 23.1813
d = 1e-04 Ha: eps1(w2-d) -18.1143, (w2+d) -18.1165, log -18.1154
d = 1e-06 Ha: eps1(w1-d) 34.9083, (w1+d) 34.9082, log 34.9082
d = 1e-06 Ha: eps1(w2-d) -29.8423, (w2+d) -29.8424, log -29.8423
inverse KK: eps2(0.07 Ha) = 0.000000
inverse KK: eps2(0.25 Ha) = 8.000000
inverse KK: eps2(0.60 Ha) = 0.000000
eta = 1e-02 Ha: eps(w1+i eta) = 11.4542+3.8520j, log 11.4543
eta = 1e-03 Ha: eps(w1+i eta) = 17.3178+3.9852j, log 17.3178
eta = 1e-04 Ha: eps(w1+i eta) = 23.1813+3.9985j, log 23.1813
time-domain eps(i*1e-3 Ha) = 7.131622
wp^2 = 0.370767 Ha^2; wp = 0.60891 Ha = 16.569 eV
n_eff = 0.029505 bohr^-3
q = exp(-pi/A) = 0.675232
eps1 = 1 at 0.29530 Ha = 8.035 eV
eps1 = 0 inside band at 0.31830 Ha = 8.661 eV
eps1 = 0 above band at w_L = 0.68024 Ha = 18.510 eV
ALL CHECKS PASSED
```
